# Ground-level spread and mean shift in fins of varying width: verification in Python

```python
"""
Result under test: a hard-wall fin of width W and confinement mass m has
    E1 = pi^2 hbar^2 / (2 m W^2).
If W varies between devices with mean W0 and small rms deviation sigma, then
    first-order rms spread of E1  = 2 E1 sigma / W0
    second-order shift of mean E1 = 3 E1 (sigma / W0)^2  (upward).
Energies are in eV and lengths in nm inside the program; s = sigma / W0.
The independent road is diagonalization on a lattice of fixed spacing, where
a wider fin has more lattice points, followed by explicit device averages.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

# Inputs of the exercise
W0 = 5.0
SIGMA = 0.3
MASS = 0.19
s = SIGMA / W0

# Rough typical values, used only to size neglected effects
BARRIER = 3.1          # silicon-oxide conduction-band offset, eV
BARRIER_MASS = 0.5     # oxide tunnelling mass / m0
ALPHA = 0.5            # nonparabolicity, 1/eV
HEAVY_MASS = 0.92      # longitudinal silicon mass / m0
EPS_R = 11.7           # relative permittivity of silicon
TEMPERATURE = 300.0    # K

# hbar^2 / (2 m0) in eV nm^2
T0 = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
SPACING = 0.005        # lattice spacing, nm


def hard_wall_level(width, mass=MASS):
    return T0 * np.pi**2 / (mass * width**2)


def lattice_ground(width, vector=False):
    """Lowest level from the lattice Hamiltonian with hard walls."""
    nodes = int(round(width / SPACING)) - 1
    hop = T0 / MASS / SPACING**2
    result = eigh_tridiagonal(
        np.full(nodes, 2 * hop), np.full(nodes - 1, -hop),
        eigvals_only=not vector, select='i', select_range=(0, 0))
    if vector:
        return result[0][0], result[1][:, 0] / np.sqrt(SPACING)
    return result[0]


def device_average(widths, weights):
    """Mean shift from the nominal device, and rms spread, of the level."""
    weights = np.asarray(weights) / np.sum(weights)
    levels = np.array([lattice_ground(w) for w in widths])
    mean = weights @ levels
    spread = np.sqrt(weights @ (levels - mean)**2)
    return mean - lattice_ground(W0), spread


def gaussian_average(sigma):
    """Gaussian widths cut at five sigma, sampled every 0.05 nm."""
    count = int(round(5 * sigma / 0.05))
    offsets = 0.05 * np.arange(-count, count + 1)
    return device_average(W0 + offsets, np.exp(-offsets**2 / (2 * sigma**2)))


def leading_orders(level, h=0.02):
    """Level, first-order spread and second-order shift of any level(W)."""
    low, mid, high = level(W0 - h), level(W0), level(W0 + h)
    slope = (high - low) / (2 * h)
    curvature = (high - 2 * mid + low) / h**2
    return mid, abs(slope) * SIGMA, 0.5 * curvature * SIGMA**2


# Derived formulas
E1 = hard_wall_level(W0)
slope_formula = -2 * E1 / W0
curvature_formula = 6 * E1 / W0**2
spread_formula = 2 * E1 * s
shift_formula = 3 * E1 * s**2

# Level, slope, wall force and curvature against diagonalization
lattice_E1, psi = lattice_ground(W0, vector=True)
assert abs(lattice_E1 / E1 - 1) < 1e-5
h = 0.05
e_low, e_high = lattice_ground(W0 - h), lattice_ground(W0 + h)
slope_lattice = (e_high - e_low) / (2 * h)
curvature_lattice = (e_high - 2 * lattice_E1 + e_low) / h**2
# Finite steps of 0.05 nm cause relative errors of about 2e-4.
assert abs(slope_lattice / slope_formula - 1) < 5e-4
assert abs(curvature_lattice / curvature_formula - 1) < 5e-4
wall_slope = -T0 / MASS * (psi[0] / SPACING)**2
assert abs(wall_slope / slope_formula - 1) < 1e-4

# Gaussian devices: leading orders and the size of the next corrections
shift_gauss, spread_gauss = gaussian_average(SIGMA)
shift_half, spread_half = gaussian_average(SIGMA / 2)
mean_excess = shift_gauss / shift_formula - 1
spread_excess = spread_gauss / spread_formula - 1
mean_excess_half = shift_half / (shift_formula / 4) - 1
spread_excess_half = spread_half / (spread_formula / 2) - 1
assert abs(mean_excess - 5 * s**2) < 1e-3
assert abs(spread_excess - 33 * s**2 / 4) < 2.5e-3
# Errors of the leading results must fall about fourfold when sigma halves.
assert 3.8 < mean_excess / mean_excess_half < 4.5
assert 3.8 < spread_excess / spread_excess_half < 4.5

# Two equally likely widths have the same sigma but are not Gaussian.
shift_pair, spread_pair = device_average([W0 - SIGMA, W0 + SIGMA], [1, 1])
assert abs(shift_pair / shift_formula - 1) < 0.01
assert abs(spread_pair / spread_formula - 1) < 0.01

# Skewed widths: zero mean, same sigma, third moment 1.5 sigma^3
skew_offsets = np.array([-0.5, 2.0]) * SIGMA
skew_weights = np.array([0.8, 0.2])
assert abs(skew_weights @ skew_offsets) < 1e-12
assert abs(skew_weights @ skew_offsets**2 - SIGMA**2) < 1e-12
shift_skew, _ = device_average(W0 + skew_offsets, skew_weights)
third_moment = skew_weights @ (skew_offsets / W0)**3
shift_skew_formula = shift_formula - 4 * E1 * third_moment
assert abs(shift_skew / shift_skew_formula - 1) < 0.03
assert abs(shift_skew / shift_formula - 1) > 0.08


# An uncut Gaussian: the part of <1/W^2> near W = 0 grows as 1/cutoff.
def near_zero_part(cutoff):
    def integrand(w):
        return np.exp((w * W0 - w**2 / 2) / SIGMA**2) / w**2
    return quad(integrand, cutoff, 2 * cutoff)[0]


assert abs(near_zero_part(1e-6) / near_zero_part(1e-5) - 10) < 0.05


# Finite oxide barrier with a different mass outside the fin
def finite_wall_level(width):
    def mismatch(energy):
        k = np.sqrt(MASS * energy / T0)
        kappa = np.sqrt(BARRIER_MASS * (BARRIER - energy) / T0)
        return (k * BARRIER_MASS * np.sin(k * width / 2)
                - kappa * MASS * np.cos(k * width / 2))
    return brentq(mismatch, 1e-6, hard_wall_level(width), xtol=1e-15)


def finite_wall_lattice(width):
    pad = int(round(1.5 / SPACING))
    inside = int(round(width / SPACING))
    in_oxide = np.r_[np.ones(pad), np.zeros(inside), np.ones(pad)]
    inverse_mass = np.where(in_oxide > 0, 1 / BARRIER_MASS, 1 / MASS)
    scale = T0 / SPACING**2
    potential = BARRIER * (in_oxide[:-1] + in_oxide[1:]) / 2
    diagonal = scale * (inverse_mass[:-1] + inverse_mass[1:]) + potential
    return eigh_tridiagonal(diagonal, -scale * inverse_mass[1:-1],
                            eigvals_only=True, select='i',
                            select_range=(0, 0))[0]


assert abs(finite_wall_lattice(W0) / finite_wall_level(W0) - 1) < 1e-3


def nonparabolic_level(width):
    parabolic = hard_wall_level(width)
    return (np.sqrt(1 + 4 * ALPHA * parabolic) - 1) / (2 * ALPHA)


# Charge in the fin: self-consistent level from the sidewall band edge
def charge_field(density_cm2):
    """e N / permittivity in V/nm for a total sheet density N."""
    return const.e * density_cm2 * 1e4 / (EPS_R * const.epsilon_0) * 1e-9


def charged_level(width, density_cm2, intervals=400):
    a = width / intervals
    hop = T0 / MASS / a**2
    x = np.linspace(0, width, intervals + 1)
    potential = np.zeros(intervals + 1)
    for _ in range(60):
        values, vectors = eigh_tridiagonal(
            2 * hop + potential[1:-1], np.full(intervals - 2, -hop),
            select='i', select_range=(0, 0))
        density = np.r_[0, vectors[:, 0]**2 / a, 0]
        enclosed = cumulative_trapezoid(density, x, initial=0)
        gradient = charge_field(density_cm2) * (0.5 - enclosed)
        new_potential = cumulative_trapezoid(gradient, x, initial=0)
        change = np.max(np.abs(new_potential - potential))
        potential = 0.5 * (potential + new_potential)
    assert change < 1e-9
    return values[0]


# At low density the shift must follow first-order perturbation theory.
weak_shift = charged_level(W0, 1e11) - charged_level(W0, 0.0)
weak_formula = charge_field(1e11) * W0 * (1 / 12 + 5 / (8 * np.pi**2))
assert abs(weak_shift / weak_formula - 1) < 0.01

finite = leading_orders(finite_wall_level)
nonparabolic = leading_orders(nonparabolic_level)
heavy = leading_orders(lambda w: hard_wall_level(w, HEAVY_MASS))
charged_low = leading_orders(lambda w: charged_level(w, 1e12))
charged_high = leading_orders(lambda w: charged_level(w, 1e13))
kT = const.k * TEMPERATURE / const.e
second_level = 4 * E1
occupation_ratio = np.exp(-(second_level - E1) / kT)


def show(label, value, unit='', digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


def show_case(label, case):
    print(f"{label}: level {1e3*case[0]:.2f}, spread {1e3*case[1]:.2f}, "
          f"mean shift {1e3*case[2]:.3f} meV")


print("INPUTS")
show("nominal width W0", W0, "nm", 1)
show("rms width variation sigma", SIGMA, "nm", 1)
show("confinement mass / m0", MASS, "", 2)
show("sigma / W0", s)
print("HARD-WALL RESULT")
show("pi^2 hbar^2 / (2 m0)", T0 * np.pi**2, "eV nm^2", 5)
show("ground level E1", 1e3 * E1, "meV")
show("ground level E1, converted", E1, "eV", 5)
show("E1 from lattice", 1e3 * lattice_E1, "meV")
show("slope dE1/dW", 1e3 * slope_formula, "meV/nm")
show("slope from lattice", 1e3 * slope_lattice, "meV/nm")
show("slope from wall force", 1e3 * wall_slope, "meV/nm")
show("curvature d2E1/dW2", 1e3 * curvature_formula, "meV/nm^2")
show("curvature from lattice", 1e3 * curvature_lattice, "meV/nm^2")
show("first-order rms spread", 1e3 * spread_formula, "meV")
show("spread / E1", 100 * spread_formula / E1, "%", 2)
show("second-order mean shift", 1e3 * shift_formula, "meV")
show("mean shift / E1", 100 * shift_formula / E1, "%", 2)
show("mean shift / spread", shift_formula / spread_formula)
print("DEVICE AVERAGES FROM LATTICE LEVELS")
show("level at W0 - sigma", 1e3 * lattice_ground(W0 - SIGMA), "meV")
show("level at W0 + sigma", 1e3 * lattice_ground(W0 + SIGMA), "meV")
show("two-width mean shift", 1e3 * shift_pair, "meV")
show("two-width rms spread", 1e3 * spread_pair, "meV")
show("cut-Gaussian mean shift", 1e3 * shift_gauss, "meV")
show("cut-Gaussian rms spread", 1e3 * spread_gauss, "meV")
show("Gaussian mean shift above leading order", 100 * mean_excess, "%", 2)
show("Gaussian spread above leading order", 100 * spread_excess, "%", 2)
show("skewed-width mean shift", 1e3 * shift_skew, "meV")
show("skewed-width third-order formula", 1e3 * shift_skew_formula, "meV")
print("NEGLECTED EFFECTS (rough parameters)")
print(f"oxide barrier {BARRIER} eV, oxide mass {BARRIER_MASS} m0")
show_case("finite barrier", finite)
print(f"nonparabolicity {ALPHA} 1/eV")
show_case("nonparabolic band", nonparabolic)
show_case(f"other ladder, mass {HEAVY_MASS} m0", heavy)
print(f"relative permittivity {EPS_R}; level from sidewall band edge")
show_case("charge 1e12 cm^-2", charged_low)
show_case("charge 1e13 cm^-2", charged_high)
show(f"kT at {TEMPERATURE:.0f} K", 1e3 * kT, "meV", 2)
show("second level", 1e3 * second_level, "meV", 2)
print(f"Boltzmann ratio, second to first level: {occupation_ratio:.1e}")
print("all tests passed")
```

Output:

```
INPUTS
nominal width W0: 5.0 nm
rms width variation sigma: 0.3 nm
confinement mass / m0: 0.19
sigma / W0: 0.060
HARD-WALL RESULT
pi^2 hbar^2 / (2 m0): 0.37603 eV nm^2
ground level E1: 79.164 meV
ground level E1, converted: 0.07916 eV
E1 from lattice: 79.164 meV
slope dE1/dW: -31.666 meV/nm
slope from lattice: -31.672 meV/nm
slope from wall force: -31.666 meV/nm
curvature d2E1/dW2: 18.999 meV/nm^2
curvature from lattice: 19.003 meV/nm^2
first-order rms spread: 9.500 meV
spread / E1: 12.00 %
second-order mean shift: 0.855 meV
mean shift / E1: 1.08 %
mean shift / spread: 0.090
DEVICE AVERAGES FROM LATTICE LEVELS
level at W0 - sigma: 89.593 meV
level at W0 + sigma: 70.456 meV
two-width mean shift: 0.860 meV
two-width rms spread: 9.568 meV
cut-Gaussian mean shift: 0.871 meV
cut-Gaussian rms spread: 9.793 meV
Gaussian mean shift above leading order: 1.85 %
Gaussian spread above leading order: 3.09 %
skewed-width mean shift: 0.767 meV
skewed-width third-order formula: 0.752 meV
NEGLECTED EFFECTS (rough parameters)
oxide barrier 3.1 eV, oxide mass 0.5 m0
finite barrier: level 58.44, spread 6.04, mean shift 0.469 meV
nonparabolicity 0.5 1/eV
nonparabolic band: level 76.26, spread 8.83, mean shift 0.758 meV
other ladder, mass 0.92 m0: level 16.35, spread 1.96, mean shift 0.177 meV
relative permittivity 11.7; level from sidewall band edge
charge 1e12 cm^-2: level 90.48, spread 8.83, mean shift 0.854 meV
charge 1e13 cm^-2: level 189.70, spread 3.39, mean shift 0.792 meV
kT at 300 K: 25.85 meV
second level: 316.66 meV
Boltzmann ratio, second to first level: 1.0e-04
all tests passed
```
